# Relaxation of a depleted trap that emits electrons and holes, part 1

(Sections cited here and not found follow in the second part.)

## From two emission processes to one exponential

If the relaxation rate of a midgap trap is read as its electron emission rate, the result can be wrong even when the measured curve is a perfect exponential. For the silicon example treated below, the relaxation rate is $874.7\ \mathrm{s^{-1}}$, while the electron emission rate is $645.1\ \mathrm{s^{-1}}$. The reading is too high by 36 per cent of the true electron rate, and an electron capture cross section derived from it, with the trap level known independently, is too high by the same fraction. A second error follows if the traps are assumed to end up empty. In the example about 26 per cent of them still hold an electron at the end, so a trap density taken from the size of the change comes out about 26 per cent below the true one. Both errors have one cause: the trap also emits holes.

Consider identical traps that do not influence one another. Each has two charge states and can hold one electron more or one fewer. The traps are taken to be acceptors, neutral when empty and negative when filled. The charge does not enter the rate equation, but it matters later for the capacitance and for the effect of an electric field. Let $f(t)$ be the fraction of traps that hold the electron. A fraction $1-f$ is then empty.

Four processes change $f$. A filled trap can emit its electron into the conduction band, with probability $e_n$ per unit time. An empty trap can capture a conduction electron, with probability $c_n n$ per unit time, where $n$ is the density of conduction electrons and $c_n$ the electron capture coefficient. The other two processes involve the valence band. An empty trap can take an electron from the valence band and leave a hole there; this is hole emission, with probability $e_p$ per unit time. A filled trap can drop its electron into an existing hole; this is hole capture, with probability $c_p p$ per unit time, where $p$ is the hole density. Hole emission therefore fills the trap, and hole capture empties it.

Each process runs in proportion to the fraction of traps in the state it starts from. Counting filling as positive and emptying as negative gives

$$
\frac{df}{dt}=c_n n(1-f)-e_n f-c_p p f+e_p(1-f).
$$

Collecting the terms without $f$ and those with $f$, we have

$$
\frac{df}{dt}=(e_p+c_n n)-(e_n+e_p+c_n n+c_p p)f .
$$

A depleted layer is one from which the field has swept nearly all free carriers. If $n$ and $p$ are small enough for both capture terms to be dropped, what remains is

$$
\frac{df}{dt}=e_p-S f,\qquad S=e_n+e_p .
$$

The sum appears because hole emission enters twice. It supplies the constant source $e_p$, and it also supplies $-e_pf$, since traps that are already filled cannot be filled again. This second contribution adds to the loss $-e_nf$.

How small must capture be? For constant $n$ and $p$, the full equation has the relaxation rate $S+c_n n+c_p p$. The first condition is thus $c_n n+c_p p\ll S$. Setting the derivative to zero in the full equation gives the final occupancy $(e_p+c_n n)/(S+c_n n+c_p p)$. Its difference from $e_p/S$ is

$$
\frac{e_p+c_n n}{S+c_n n+c_p p}-\frac{e_p}{S}
=\frac{S(e_p+c_n n)-e_p(S+c_n n+c_p p)}{S(S+c_n n+c_p p)} .
$$

In the numerator the terms $Se_p$ cancel, and $S-e_p=e_n$ multiplies $c_n n$. The difference becomes

$$
\frac{e_n c_n n-e_p c_p p}{S(S+c_n n+c_p p)} .
$$

This is a small number whenever the first condition holds. It need not be small compared with the final occupancy itself. If $e_p$ is much smaller than $e_n$, the final occupancy is close to $e_p/e_n$, and even weak electron capture can exceed $e_p$. Accuracy relative to a small final occupancy therefore needs $c_n n\ll e_p$ as well. In the same way, when $e_n$ is the small rate, accuracy relative to the small final fraction of empty traps needs $c_p p\ll e_n$.

Now let $e_n$ and $e_p$ be constant in time, which requires a steady temperature and a steady local field. The light must be off too, because light could add transitions of its own. The stationary occupancy follows from $e_p-Sf_\infty=0$:

$$
f_\infty=\frac{e_p}{e_n+e_p}.
$$

Let $g=f-f_\infty$ be the deviation from this value. Since $f_\infty$ is constant, $dg/dt=df/dt$, and since $e_p=Sf_\infty$,

$$
\frac{dg}{dt}=Sf_\infty-S(f_\infty+g)=-Sg .
$$

To integrate, multiply $g$ by $\exp(St)$ and differentiate the product:

$$
\frac{d}{dt}\left(g\,e^{St}\right)=\left(\frac{dg}{dt}+Sg\right)e^{St}=0 .
$$

The product keeps its starting value $g(0)=f_0-f_\infty$, where $f_0$ is the occupancy at $t=0$. Hence

$$
f(t)=f_\infty+(f_0-f_\infty)\,e^{-(e_n+e_p)t}.
$$

This is the result to be shown. The rate is the sum of the two emission rates, and the final value is the share of hole emission in that sum. Nothing in the derivation required the level to lie near midgap. That position matters because it makes the two rates comparable, as the second half shows.

The limits are as they should be. If $e_p$ goes to zero, the traps empty completely at the rate $e_n$. If $e_n$ goes to zero, they fill completely at the rate $e_p$. If the occupancy starts at $f_\infty$, it does not change, although individual traps go on emitting.

It may seem odd that hole emission, which refills traps, makes the decay of a filled population faster. A different way of counting removes the difficulty. Let every trap receive two kinds of random event. "Set empty" events arrive at the rate $e_n$, and "set full" events at the rate $e_p$, whatever the state of the trap. An event that finds the trap already in the state it would set does nothing. A filled trap is then emptied at the rate $e_n$ and an empty one is filled at the rate $e_p$, so this is the same trap as before.

The probability $P(t)$ that no event of either kind has arrived by time $t$ falls by $SP\,dt$ in the interval $dt$, and so $P=e^{-St}$. In that case the trap is still in its starting state. If at least one event has arrived, the latest one fixes the state. Each event is of the filling kind with probability $e_p/S$, independently of when it arrives. Adding the two cases gives

$$
f(t)=f_0e^{-St}+\left(1-e^{-St}\right)\frac{e_p}{S},
$$

which is the earlier solution with its terms regrouped. The sum of the rates is thus the rate at which traps lose the memory of their starting state. Refilling shortens that memory because a "set full" event erases the starting state just as a "set empty" event does.

The emission of one particular trap is not hurried by this. A filled trap is still filled after a time $t$, without interruption, with probability $e^{-e_nt}$. Its mean wait is

$$
\int_0^\infty t\,e_n e^{-e_nt}\,dt=\frac{1}{e_n}.
$$

In the example this wait is $1.550\ \mathrm{ms}$, whereas the time constant of the population is $1/S=1.143\ \mathrm{ms}$. The two times answer different questions.

The electron rate does appear by itself at the start of the curve. Setting $f=1$ in the rate equation gives

$$
\left.\frac{df}{dt}\right|_{t=0}=e_p-(e_n+e_p)=-e_n .
$$

At that moment there are no empty traps, so hole emission has nothing to act on. The curve starts with the slope $-e_n$ but has only the distance $1-f_\infty=e_n/S$ to fall. The slope divided by the distance is $S$. A measurement that records the shape of the curve but not its absolute scale can therefore give $S$ and cannot separate the two rates.

A second experiment can separate them. Starting from full traps, the occupancy falls by $e_n/S$. Starting from empty traps, it rises by $e_p/S$. If the signal is proportional to the change of $f$ with the same factor in both runs, the ratio of the two amplitudes is $e_n/e_p$, and the trap density cancels. Together with the common rate $S$, this gives

$$
e_n=S\,\frac{A_{\rm full}}{A_{\rm full}+A_{\rm empty}},\qquad
e_p=S\,\frac{A_{\rm empty}}{A_{\rm full}+A_{\rm empty}},
$$

where $A_{\rm full}$ and $A_{\rm empty}$ are the sizes of the two signals. The second run needs a preparation in which hole capture dominates, so that the traps really start empty.

A capacitance measurement provides such a signal if the same traps, all in well-depleted material, respond in both runs. Let the depleted layer lie on the n-type side of a one-sided junction, so that practically the whole voltage drop is in this layer. Let $x$ run from the junction, at $x=0$, to the edge of the layer, at $x=W$, where the field vanishes. The space charge density is $q(N_d-N_Tf)$, with $q$ the elementary charge, $N_d$ the donor density and $N_T$ the trap density. The field at $x$ is the charge per area between $x$ and $W$ divided by the permittivity $\varepsilon$. Integrating this field over the layer and exchanging the order of the two integrals gives the voltage drop

$$
V=\frac{q}{\varepsilon}\int_0^W x\,(N_d-N_Tf)\,dx .
$$

Suppose that the traps between $0$ and $X$ change their occupancy by the same small or large amount $\delta f$, that $V$ is held fixed, and that $N_T\ll N_d$. To first order in $N_T/N_d$ the change of $V$ is zero when

$$
N_dW\,\delta W-N_T\frac{X^2}{2}\,\delta f=0 .
$$

If the test signal is too fast for the traps to follow, the capacitance per area is $C=\varepsilon/W$. Then $\delta C/C=-\delta W/W$, and

$$
\frac{\delta C}{C}=-\frac{N_T}{2N_d}\left(\frac{X}{W}\right)^2\delta f .
$$

Emptying the acceptors makes $\delta f$ negative and the capacitance rises, because the positive donor charge is then less compensated and a thinner layer carries the same voltage. At this order the signal is linear in $f$ and has the same time constant $1/S$.

The final state is steady, but it is not equilibrium. In it, each trap emits electrons at the average rate $e_nf_\infty$ and holes at the average rate $e_p(1-f_\infty)$. Inserting $f_\infty=e_p/S$ and $1-f_\infty=e_n/S$ shows that the two are equal:

$$
U=e_nf_\infty=e_p(1-f_\infty)=\frac{e_ne_p}{e_n+e_p}.
$$

They must be equal, or the charge on the traps would keep changing. The inverse, $1/U=1/e_n+1/e_p$, is the mean length of one cycle: a wait for the electron to leave, then a wait for the hole to leave. Each cycle delivers one electron and one hole, which the field separates. This is a generation current, and the heat of the crystal and the applied voltage keep it going.

With $e_n=645.1\ \mathrm{s^{-1}}$ and $e_p=229.6\ \mathrm{s^{-1}}$, the final occupancy is $229.6/874.7=0.2625$, and $U=645.1\times229.6/874.7=169.3\ \mathrm{s^{-1}}$. These rates were also used in a random simulation of 100,000 single traps, each with its own waiting times and without use of the rate equation. After one time constant, the simulated occupancy was 0.5346 from a full start and 0.1651 from an empty start. The formula gives 0.5338 and 0.1659. The differences are within the statistical scatter of about 0.002. In the late part of the run started from empty traps, electrons and holes were each emitted at $169.0\ \mathrm{s^{-1}}$ per trap, which agrees with $U$ to 0.2 per cent.

With negligible capture and constant emission rates, the trap occupancy relaxes exponentially at the rate $e_n+e_p$ to the final value $e_p/(e_n+e_p)$, so the measured rate alone does not give $e_n$. It remains to find the two rates from the trap level and to see what the simple model leaves out.
